Concavity of two-terminal capacitance and interpolation between calibration dielectrics

An interconnect capacitance has been computed for two interlayer dielectrics, and a value is now needed for a third film whose permittivity lies between them. One can run another field calculation or interpolate. If the interpolated value is to enter a delay estimate, the sign of its error matters: a capacitance that is too small makes the wire look too fast. For a two-terminal capacitance and unchanged geometry the sign is known. Linear interpolation in permittivity gives the true value or less. The same two calibrations also give an upper bound, so the size of the possible error is known before a third calculation is made.

**Setting and conventions**

Two perfect conductors, terminals 1 and 0, are separated by a bounded dielectric region Ω. A terminal may consist of several conductors tied to one potential. Other conductors may be present if they float with zero net charge. The outer boundary carries no electric flux. The dielectric is static, linear and lossless and has no free charge. Its permittivity ε(r) is a positive scalar or a symmetric positive tensor, bounded above and away from zero, and may jump between films. For a tensor, ε|∇u|² means ∇u·ε∇u.

Write the potential as Vφ, where V is the voltage between the terminals. Then φ is dimensionless, equals 1 on terminal 1 and 0 on terminal 0, is constant on each floating conductor, and obeys

∇·(ε∇φ) = 0.

Let n be the unit normal pointing out of Ω, hence into the conductors. The displacement is D = −Vε∇φ, and the charge on terminal 1 is the flux of D leaving that conductor, along −n. The two minus signs cancel, so Q = CV gives

C = ∫₁ n·ε∇φ dS,

with the integral over terminal 1. The total flux out of Ω is zero, as is the flux into each floating conductor and through the outer boundary. The same integral over terminal 0 is therefore −C.

**Lemma 1 (energy form).** Let v be continuous and constant on each conductor, with values v₁ and v₀ on the terminals. Then

∫ ∇v·ε∇φ dV = C(v₁ − v₀), and in particular C = ∫ ε|∇φ|² dV.

Proof. The product rule gives

∇·(vε∇φ) = ∇v·ε∇φ + v∇·(ε∇φ),

and the last term is zero. Integrate over Ω. At interfaces between films the surface terms cancel, because v and the normal component of ε∇φ are continuous. On each conductor v is constant and comes out of the integral. Terminal 1 contributes v₁C, terminal 0 contributes −v₀C, and floating conductors and the outer boundary contribute nothing. The choice v = φ gives the second formula. ∎

The stored energy is CV²/2, so C is twice the energy at one volt, divided by one volt squared.

**Lemma 2 (cost of a wrong potential).** Let u be a trial potential with u = 1 and u = 0 on the terminals and a constant value on each floating conductor. Then

∫ ε|∇u|² dV = C + ∫ ε|∇(u − φ)|² dV.

Proof. Put w = u − φ. Since ε is symmetric,

∫ ε|∇u|² dV = ∫ ε|∇φ|² dV + 2∫ ∇w·ε∇φ dV + ∫ ε|∇w|² dV.

The first term is C. By Lemma 1 the second is 2C(w₁ − w₀), which vanishes because w is zero on both terminals. ∎

**Theorem 1 (concavity).** Let ε_a and ε_b be two permittivity distributions in the same geometry, and let

ε_t = (1 − t)ε_a + tε_b, 0 ≤ t ≤ 1,

with the same number t at every point. Denote the capacitances by C_a, C_b, C_t and the potentials by φ_a, φ_b, φ_t. Then

C_t − (1 − t)C_a − tC_b = (1 − t)∫ ε_a|∇(φ_t − φ_a)|² dV + t∫ ε_b|∇(φ_t − φ_b)|² dV ≥ 0.

Proof. Use φ_t as the trial potential for each calibration dielectric. Lemma 2 gives

∫ ε_a|∇φ_t|² dV = C_a + ∫ ε_a|∇(φ_t − φ_a)|² dV,
∫ ε_b|∇φ_t|² dV = C_b + ∫ ε_b|∇(φ_t − φ_b)|² dV.

Multiply the first line by 1 − t, the second by t, and add. The left side becomes ∫ ε_t|∇φ_t|² dV, which is C_t by Lemma 1. Moving the terms in C_a and C_b to the left gives the identity. ∎

The gap measures how much the field rearranges. Interpolation adds the weighted minimum energies of the two dielectrics, each with its own potential. In the mixture one potential must serve both, so the energy cannot be lower.

**When the gap vanishes.** For 0 < t < 1, a zero gap requires ∇φ_t = ∇φ_a = ∇φ_b. Conversely, if both calibrations have the same φ, adding their field equations with weights 1 − t and t shows that φ also solves the problem for ε_t, and the gap is zero. This happens when the whole dielectric is scaled by one factor. It also happens for strips side by side, each running from plate to plate: the potential is linear between the plates whatever the strip permittivities.

Layers stacked between plates of area A behave differently. With thicknesses d₁, d₂, permittivities ε₁, ε₂, and a = d₁/ε₁,

C = A/(a + d₂/ε₂) = Aε₂/(d₂ + aε₂).

Differentiating twice with respect to ε₂,

dC/dε₂ = A[(d₂ + aε₂) − aε₂]/(d₂ + aε₂)² = Ad₂/(d₂ + aε₂)²,
d²C/dε₂² = −2aAd₂/(d₂ + aε₂)³ < 0.

A fixed layer in series therefore produces curvature, and the curvature disappears when a → 0.

**Corollary 1 (extrapolation reverses the sign).** If t > 1 and ε_t is still positive, then C_t ≤ (1 − t)C_a + tC_b.

Proof. Now ε_b lies between ε_a and ε_t:

ε_b = (1 − 1/t)ε_a + (1/t)ε_t.

Theorem 1 gives C_b ≥ (1 − 1/t)C_a + C_t/t. Multiplying by t and solving for C_t gives the claim. For t < 0, exchange the labels a and b. ∎

**Proposition (slope and curvature).** Let ε′ = ε_b − ε_a and ψ = dφ_t/dt. Then

dC/dt = ∫ ε′|∇φ|² dV,
d²C/dt² = −2∫ ε|∇ψ|² dV.

Proof. The potential solves a linear problem with a positive operator that depends linearly on t, so it is differentiable in t. Differentiating C = ∫ ε|∇φ|² dV,

dC/dt = ∫ ε′|∇φ|² dV + 2∫ ∇ψ·ε∇φ dV.

The terminal values of φ do not depend on t, so ψ is zero on the terminals and Lemma 1 removes the last integral. Since ε′ does not depend on t, a second differentiation gives

d²C/dt² = 2∫ ∇ψ·ε′∇φ dV.

Differentiating the field equation gives

∇·(ε∇ψ + ε′∇φ) = 0.

Multiply by ψ and integrate by parts. The surface terms vanish: ψ is zero on the terminals, the differentiated flux is zero on the outer boundary, and on a floating conductor ψ is constant while the net differentiated flux is zero. Hence

∫ ∇ψ·ε′∇φ dV = −∫ ε|∇ψ|² dV,

which gives the second formula. ∎

**Theorem 2 (upper bound from the same calibrations).** Let

ε_s⁻¹ = (1 − s)ε_a⁻¹ + sε_b⁻¹, 0 ≤ s ≤ 1.

Then

1/C_s ≥ (1 − s)/C_a + s/C_b.

Proof. Consider flux fields d with ∇·d = 0, no flux through the outer boundary, zero net flux into each floating conductor, and unit flux into terminal 1. The field d₀ = ε∇φ/C is one of them, and

∫ d₀·ε⁻¹d₀ dV = (1/C²)∫ ε|∇φ|² dV = 1/C.

Any other is d = d₀ + g, where g is divergence-free and has zero net flux into each terminal, summed over its conductors, and into each floating conductor. The cross term is

2∫ g·ε⁻¹d₀ dV = (2/C)∫ g·∇φ dV = (2/C)∮ φ n·g dS = 0,

because φ takes one value on each terminal and on each floating conductor, and n·g = 0 on the outer boundary. Thus ∫ d·ε⁻¹d dV ≥ 1/C for every admissible d. Now take the true flux field d_s of ε_s as the trial field for ε_a and ε_b. Weighting the two inequalities by 1 − s and s and adding gives

1/C_s = ∫ d_s·ε_s⁻¹d_s dV ≥ (1 − s)/C_a + s/C_b. ∎

If one isotropic film of relative permittivity k changes and everything else is fixed, both theorems apply to the same target. Interpolating C linearly in k gives a lower bound, and interpolating 1/C linearly in 1/k gives an upper bound. The first is exact for side-by-side strips. The second is exact for stacked layers, where 1/C = (d₁/ε₁ + d₂/ε₂)/A is linear in 1/ε₂.

**Example: a periodic array of copper lines**

The lines have a pitch of 64 nm, a width of 32 nm and a height of 64 nm. Grounded planes lie 64 nm below and above them. Every second line is driven, and the other lines are grounded with the planes, so this is a two-terminal problem. A liner 4 nm thick with k = 5 covers sidewalls and tops. The calibration films have k = 2.0 and k = 4.0, and the target has k = 3.0. The two-dimensional field was solved on a 1 nm grid, giving for each driven line

C(2.0) = 143.6 aF/µm, C(4.0) = 261.2 aF/µm.

The weight in k is t = (3 − 2)/(4 − 2) = 1/2, so the lower bound is

(143.6 + 261.2)/2 = 202.4 aF/µm.

The weight in 1/k is s = (1/3 − 1/2)/(1/4 − 1/2) = 2/3, so the upper bound is

1/[(1/3)/143.6 + (2/3)/261.2] = 205.2 aF/µm.

The bracket is 2.8 aF/µm wide, or 1.4 % of its lower end. If that is acceptable, no third calculation is needed; with quiet neighbours, a delay estimate that must not be optimistic takes the upper end. If the neighbouring lines switch the opposite way, the effective capacitance is larger by the coupling to them, here about 153 aF/µm, and needs its own bracket.

The direct solution is 204.9 aF/µm, or 0.205 fF/µm. Linear interpolation is 1.2 % below it, and inverse interpolation is 0.13 % above it. The two integrals in Theorem 1, including their weights, are 1.34 and 1.17 aF/µm; their sum reproduces the directly computed gap of 2.51 aF/µm. Halving the grid step lowers the target capacitance by 0.16 aF/µm and changes the gap by less than 0.01 aF/µm. Convergence is slow at the metal corners. In the limit of a fine grid the three capacitances lie 0.2 to 0.4 aF/µm below the 1 nm values (the target near 204.65 aF/µm), a shift as large as the margin of the upper bound, and the gap is about 2.53 aF/µm. The comparison is meaningful because all three values come from the same grid.

At the target the curvature formula gives d²C/dk² = −5.00 aF/µm, in agreement with finite differences. For a midpoint one unit of k from each calibration, the leading Taylor estimate of the gap is −(1/2)(−5.00)(1)² = 2.50 aF/µm, close to the full value.

The liner causes all of the curvature: without it the whole dielectric would scale with k and the gap would vanish. Most of the gap appears in the coupling between neighbouring lines. Between facing sidewalls, a one-dimensional path has thickness divided by k equal to 2×4/5 + 24/k nm. This is 13.6, 9.6 and 7.6 nm for k = 2, 3 and 4. The interpolated inverse is (1/13.6 + 1/7.6)/2 = 0.1026 nm⁻¹ against the true 1/9.6 = 0.1042 nm⁻¹, a deficit of 1.5 %. In the full field solution the charge on the neighbouring lines corresponds to 153.0 aF/µm, while its interpolation gives 150.7 aF/µm. Before rounding, the difference is 2.38 aF/µm, which is most of the 2.51 aF/µm gap.

Extrapolation to k = 1.5 gives 143.6 − 0.5×(261.2 − 143.6)/2 = 114.2 aF/µm. The solved value is 110.7 aF/µm, so the extrapolation is 3.2 % too high, with the sign required by Corollary 1.

Two further tests used other geometries. The boundary of a square filled with a uniform isotropic dielectric was divided into four arcs that map onto one another under a 90° rotation, with two opposite arcs as electrodes. In two dimensions, rotating the flux field by 90° exchanges electrodes and insulated arcs, which forces C/ε = 1 per unit length; the solver gave 0.99998 after extrapolation in grid step. Both bounds also held for 60 random pairs of anisotropic dielectrics on a square of 12×12 cells, with horizontal and vertical k between 1 and 10.

**Where the conclusion fails**

*A coupling element is not a two-terminal capacitance.* For conductors 1 and 2 above ground, let C₁₂ be their mutual capacitance and C₁₀, C₂₀ their capacitances to ground. Driving 1 alone, 2 alone, or both together, with the rest grounded, measures

C₁ = C₁₂ + C₁₀, C₂ = C₁₂ + C₂₀, C₍₁₂₎ = C₁₀ + C₂₀.

Therefore C₁₂ = (C₁ + C₂ − C₍₁₂₎)/2. All three measured quantities are concave, but one enters with a minus sign, so the curvature of C₁₂ has no general sign.

A floating metal island joined to three terminals by gap capacitances a, b and c shows the failure. With 1 V on terminal 1 and the others grounded, zero net island charge gives the island potential a/(a + b + c) in volts. The charge induced on terminal 2 then gives

C₁₂ = ab/(a + b + c), d²C₁₂/dc² = 2ab/(a + b + c)³ > 0.

Take a = b = 20 aF/µm and c = 10k aF/µm. At k = 3 the coupling is 400/70 = 5.71 aF/µm, but interpolation between k = 2 and 4 gives (6.67 + 5.00)/2 = 5.83 aF/µm, which is too high. The two-terminal capacitance of terminal 1, a(b + c)/(a + b + c), is 14.29 aF/µm and stays above its interpolated value of 14.17 aF/µm. In the line array the neighbour coupling happened to lie above its interpolation; the theorem does not guarantee this.

*The target must lie on the straight line between the calibrations.* Suppose the target film comes with a liner of k = 4, while both calibrations had k = 5. The target capacitance is then 198.0 aF/µm, and the interpolated 202.4 aF/µm is 2.2 % too high. If instead the target lines are 2 nm narrower at fixed pitch, the capacitance is 194.6 aF/µm and the overestimate is 4.0 %.

**Comparison with real interconnects**

The dimensions and permittivities are rough values for a dense copper level: k near 2 represents a very porous film, k near 3 a dense low-k film, and k near 4 an oxide. A total near 0.2 fF/µm is the usual rough size for on-chip wires. Real lines have tapered walls, rounded corners and metal barriers, which this model omits. Many copper lines also have no dielectric liner on their sidewalls, only a cap layer running over lines and film. With a 4 nm cap of k = 5 in place of the liner, the gap falls to about 0.3 aF/µm, so the size of the gap found here belongs to the lined geometry. The assumption that only the bulk film permittivity differs can also fail, since processing can damage a porous film beside the trench. If 4 nm next to each sidewall liner is raised to k = 3 in the k = 2 calibration alone, that calibration becomes 153.1 aF/µm. The interpolated value rises to 207.2 aF/µm, 1.1 % above the undamaged target, and the lower bound is lost.

Other effects change C without necessarily spoiling the inequality. A vertical film permittivity 5 % below the horizontal one lowers the target C by 1.3 %; if the ratio is the same in all three films, Theorem 1 still applies. The Thomas–Fermi screening length of copper, about 0.055 nm at each metal surface, indicates the size of the electronic correction: 2×0.055/9.6 ≈ 1 % of the line-to-line path. This estimate does not settle the sign, because electrons spilling out of the metal can move the induced charge outward and raise C. At 0.7 V the one-dimensional film field is about 0.24 MV/cm, well below the rough breakdown scale of several MV/cm, though fields at sharp corners are higher. At 10 GHz the 192 nm distance between the planes is about 10⁻⁵ of a wavelength, so the static treatment is adequate for the cross-section. The remaining printed values are in the numerical output.

Calculated quantities

```
Rotation benchmark C/(eps0 k), exact 1: 0.99998
Random media, smallest lower-bound slack: 2.51 %
Random media, smallest upper-bound slack: 5.63 %
Pitch, width, height: 64, 32, 64 nm
Plane distance, liner thickness: 64, 4 nm
k of liner, film a, film b, target: 5.0, 2.0, 4.0, 3.0
Weights t (in k) and s (in 1/k): 0.5000, 0.6667
C at k=2.0: 143.615 aF/um
C at k=4.0: 261.207 aF/um
C at target k=3.0: 204.926 aF/um
Linear interpolation (lower bound): 202.411 aF/um
Inverse interpolation (upper bound): 205.201 aF/um
Lower bound relative to C: -1.227 %
Upper bound relative to C: 0.134 %
Gap C - linear interpolation: 2.5147 aF/um
Gap part from film a field difference: 1.3430 aF/um
Gap part from film b field difference: 1.1717 aF/um
dC/dk, field formula: 58.6247 aF/um
dC/dk, finite difference: 58.6248 aF/um
d2C/dk2, field formula: -4.9999 aF/um
d2C/dk2, finite difference: -4.9999 aF/um
Share of field energy in the film: 85.82 %
C at k=1.5: 110.702 aF/um
Linear extrapolation to k=1.5: 114.217 aF/um
Target C, grid 2 nm: 205.362 aF/um
Target C, grid 0.5 nm: 204.763 aF/um
Gap, grid 0.5 nm: 2.5221 aF/um
Neighbour coupling at target: 153.044 aF/um
Neighbour coupling, linear interp.: 150.660 aF/um
Island gaps 1, 2: 20 aF/um; gap 3: 20, 30, 40 aF/um
Island coupling C12 at the three values: 6.6667, 5.7143, 5.0000 aF/um
Island C12, linear interpolation: 5.8333 aF/um
Island two-terminal C at middle value: 14.2857 aF/um
Island two-terminal C, linear interp.: 14.1667 aF/um
Target C with liner k=4: 198.044 aF/um
Target C with lines 2 nm narrower: 194.604 aF/um
C of film a with 4 nm damaged to k=3: 153.111 aF/um
Linear interp. from damaged film a: 207.159 aF/um
Change of C, vertical film k 5 % lower: -1.256 %
Copper electron density (rough): 8.5e+28 m^-3
Copper screening length (rough): 0.0553 nm
Gap thickness over k, line to line: 9.60 nm
Screening effect on C (rough): 1.15 %
Film field at 0.7 V: 0.243 MV/cm
Height / wavelength at 10 GHz: 1.4e-05
```
